\section*{Relativistic Polarizability of a Hydrogenic Core and Helium Rydberg Levels}

\section{A loss of eleven kilohertz}

In the helium level with one electron in $1s$ and the other in $n=10$, $L=7$, the leading term of the polarization energy (static dipole polarization of the inner ion, with the nucleus held fixed) lowers the energy by $48.6459$ MHz; other corrections to this term, of tens of kilohertz, are discussed below. If the inner electron is treated relativistically, $10.7$ kHz of this binding is lost, a fraction $2.209\times10^{-4}$. For the inner electron, which sees $Z=2$, the relativistic parameter is $(Z\alpha)^2=2.130\times10^{-4}$, where $\alpha$ is the fine-structure constant. The loss is therefore $1.037$ times $(Z\alpha)^2$. Both this factor and its sign need an explanation.

The factor is $28/27$, from the dipole polarizability of a hydrogenic $1s$ ion,
\begin{equation}
\alpha_d=\frac{9}{2Z^4}\left[1-\frac{28}{27}(Z\alpha)^2+O\big((Z\alpha)^4\big)\right],
\label{main}
\end{equation}
defined by $E(F)=E(0)-\frac12\alpha_dF^2$ in a weak static uniform field $F$. Hartree atomic units are used, and the nucleus is a point of infinite mass until the last section.

\section{First case: a nonrelativistic core in a uniform field}

Take $Z=1$, with
\[
H_0=\frac{p^2}{2}-\frac1r,\qquad E_0=-\frac12,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},
\]
and the perturbation $Fz$. The first-order response $F\psi_1$ obeys $(H_0-E_0)\psi_1=-z\psi_0$. Put $\psi_1=zg(r)\psi_0$. Since $(H_0-E_0)\psi_0=0$, only derivatives of $zg$ survive:
\[
(H_0-E_0)(zg\psi_0)=-\tfrac12\left[\nabla^2(zg)+2\nabla(zg)\cdot\nabla\ln\psi_0\right]\psi_0 .
\]
Here $\nabla^2(zg)=z(g''+4g'/r)$, and $\nabla\ln\psi_0=-\hat{\mathbf r}$ gives $\nabla(zg)\cdot\nabla\ln\psi_0=-z(g'+g/r)$. The equation becomes
\[
g''+\frac{4g'}r-2g'-\frac{2g}r=2 .
\]
A linear trial $g=a+br$ gives $(4b-2a)/r-4b=2$, so $b=-\frac12$ and $a=-1$:
\begin{equation}
\psi_1=-\left(1+\frac r2\right)z\psi_0 .
\label{psi1}
\end{equation}

Averages over $\psi_0^2$ are written $\langle\cdots\rangle$. They follow from
\[
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=\frac{(k+2)!}{2^{k+1}},
\]
so $\langle r\rangle=\frac32$, $\langle r^2\rangle=3$, $\langle r^3\rangle=\frac{15}2$ and $\langle r^4\rangle=\frac{45}2$. Replacing $z^2$ by $r^2/3$ in the angular average, the energy of order $F^2$ is
\[
\langle\psi_0|z|\psi_1\rangle=-\tfrac13\left\langle r^2+\tfrac12r^3\right\rangle=-\tfrac13\cdot\tfrac{27}4=-\tfrac94 ,
\]
and $\alpha_d=\frac92$.

To restore $Z$, set $\mathbf r=\boldsymbol\rho/Z$. Energies are then measured in $Z^2$, the field in $Z^3$, and $\alpha$ is replaced by $Z\alpha$. The energy $-\frac12\alpha_d^{(1)}(F/Z^3)^2Z^2$ shows that $\alpha_d=\alpha_d^{(1)}(Z\alpha)/Z^4$. It is therefore enough to find the $\alpha^2$ term at $Z=1$. For He$^+$ the nonrelativistic value is $9/32=0.28125$.

\section{Adding relativity}

\subsection{The operator}

Let $V$ be the whole potential, including the field, and let $E$ exclude the rest energy. Eliminating the small component of the Dirac equation to order $\alpha^2$ leaves, for the large component $\chi$,
\[
\left[V+\tfrac12A\left(1-\tfrac{\alpha^2}2(E-V)\right)A\right]\chi=E\chi,\qquad A=\boldsymbol\sigma\cdot\mathbf p,\quad A^2=p^2 .
\]
The small component carries part of the norm, so set $\chi=(1-\alpha^2p^2/8)\Psi$ and multiply from the left by the same factor. The terms $-\frac{\alpha^2}4Ep^2$ on the two sides cancel, leaving
\[
\left[\frac{p^2}2+V-\frac{\alpha^2p^4}8-\frac{\alpha^2}8\big(p^2V+Vp^2-2AVA\big)\right]\Psi=E\Psi .
\]
The last bracket is $[A,[A,V]]$. With $[A,V]=-i\boldsymbol\sigma\cdot\nabla V$, a second commutation gives $[A,[A,V]]=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. For $V=-1/r+Fz$ the correction is $\alpha^2W+\alpha^2F\,O$, with
\begin{equation}
W=-\frac{p^4}8+\frac\pi2\delta(\mathbf r)+\frac{\mathbf L\cdot\mathbf S}{2r^3},\qquad O=\tfrac14\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\mathbf p).
\label{W}
\end{equation}

The operator $O$ contributes $2\,\mathrm{Re}\langle\psi_1|O|\psi_0\rangle$ at order $\alpha^2F^2$. It contains $p_x$ and $p_y$ but not $p_z$. Since $p_x\psi_0$ is odd in $x$ while $\psi_1$ is even in $x$, and likewise for $y$, this vanishes.

\subsection{Limit of zero field}

Use $\frac12p^2\psi_0=(\frac1r-\frac12)\psi_0$ twice:
\begin{align*}
\frac{p^4}8\psi_0&=\frac12\left\{\left(\frac1r-\frac12\right)^2+2\pi\delta(\mathbf r)-\frac1{r^2}\right\}\psi_0\\
&=\left[\frac18-\frac1{2r}+\pi\delta(\mathbf r)\right]\psi_0 .
\end{align*}
The last two terms in braces come from commuting $\frac12p^2$ with $1/r$: $-\frac12\nabla^2(1/r)=2\pi\delta$ and $-\nabla(1/r)\cdot\nabla\ln\psi_0=-1/r^2$. Since $\mathbf L\psi_0=0$,
\begin{equation}
W\psi_0=\left[-\frac18+\frac1{2r}-\frac\pi2\delta(\mathbf r)\right]\psi_0 .
\label{Wpsi}
\end{equation}
With $\langle1/r\rangle=1$ and $\langle\delta\rangle=1/\pi$, the mean is $E_W=-\frac18+\frac12-\frac12=-\frac18$. This agrees with the Dirac energy $(\sqrt{1-\alpha^2}-1)/\alpha^2=-\frac12-\frac{\alpha^2}8-\cdots$.

\subsection{How relativity changes the $1s$ state}

The first-order change $\alpha^2\varphi$ obeys $(H_0-E_0)\varphi=-(W-E_W)\psi_0$. With $\varphi=u(r)\psi_0$ and (\ref{Wpsi}),
\[
\nabla^2u-2u'=\frac1r-\pi\delta(\mathbf r).
\]
The delta function requires a term $1/(4r)$, because $\nabla^2(1/4r)=-\pi\delta$. This term also adds $1/(2r^2)$ through $-2u'$. The rest of $u$ must therefore produce $1/r-1/(2r^2)$. Acting on $b\ln r$, the left side gives $b/r^2-2b/r$, so $b=-\frac12$ and
\begin{equation}
u=\frac1{4r}-\frac12\ln r+c .
\label{u}
\end{equation}
Orthogonality to $\psi_0$ fixes $c=-\frac14+\frac12\ell$, with $\ell=\langle\ln r\rangle$. Since $u'<0$ everywhere, the correction moves the electron inward.

\subsection{The mixed energy}

For a perturbation $U$ with first-order state $\Psi_1$ orthogonal to $\psi_0$, the equations of first and second order are
\begin{align*}
(H_0-E_0)\Psi_1&=-(U-E_1)\psi_0,\\
(H_0-E_0)\Psi_2&=-(U-E_1)\Psi_1+E_2\psi_0 .
\end{align*}
Taking $\Psi_2$ orthogonal to $\psi_0$ as well,
\[
E_3=\langle\psi_0|U-E_1|\Psi_2\rangle=-\langle\Psi_1|H_0-E_0|\Psi_2\rangle=\langle\Psi_1|U-E_1|\Psi_1\rangle .
\]
Insert $U=Fz+\alpha^2W$, $\Psi_1=F\psi_1+\alpha^2\varphi$ and $E_1=\alpha^2E_W$. The coefficient of $\alpha^2F^2$ is
\begin{equation}
K=\langle\psi_1|W-E_W|\psi_1\rangle+2\langle\psi_1|z|\varphi\rangle .
\label{K}
\end{equation}

\emph{Kinetic term.} The response equation gives $\frac12p^2\psi_1=(\frac1r-\frac12)\psi_1-z\psi_0=-(\frac1r+1-\frac r4)z\psi_0$. Hence
\begin{align*}
-\tfrac18\langle\psi_1|p^4|\psi_1\rangle&=-\tfrac16\left\langle\left(1+r-\tfrac14r^2\right)^2\right\rangle\\
&=-\tfrac16\left\langle1+2r+\tfrac12r^2-\tfrac12r^3+\tfrac1{16}r^4\right\rangle\\
&=-\tfrac16\cdot\tfrac{101}{32}=-\tfrac{101}{192}.
\end{align*}

\emph{Contact and spin-orbit terms.} $\psi_1$ vanishes at the nucleus, so the delta function gives nothing. For the $p$ state with $m=0$ and spin up, $L_zS_z$ gives zero and the other parts of $\mathbf L\cdot\mathbf S$ flip the spin, so its mean is zero too.

\emph{Energy subtraction.} The norm is $\langle\psi_1|\psi_1\rangle=\frac13\langle r^2+r^3+\frac14r^4\rangle=\frac{43}8$, which gives $-E_W\cdot\frac{43}8=\frac{43}{64}$.

\emph{Changed $1s$ state.} By (\ref{psi1}) and (\ref{u}),
\[
2\langle\psi_1|z|\varphi\rangle=-\tfrac23\left\langle\left(r^2+\tfrac12r^3\right)u\right\rangle .
\]
Differentiating the Gamma-function form of $\langle r^k\rangle$ with respect to $k$ gives $\langle r^2\ln r\rangle=3(\ell+\frac7{12})$ and $\langle r^3\ln r\rangle=\frac{15}2(\ell+\frac{47}{60})$. Thus
\begin{align*}
\left\langle\left(r^2+\tfrac12r^3\right)u\right\rangle
&=\tfrac34-\tfrac12\left(\tfrac74+\tfrac{47}{16}+\tfrac{27}4\ell\right)+\tfrac{27}4\left(-\tfrac14+\tfrac12\ell\right)\\
&=-\tfrac{105}{32}.
\end{align*}
The logarithmic constant $\ell$ cancels, and the contribution is $+\frac{35}{16}$.

The sum is
\[
K=-\frac{101}{192}+\frac{43}{64}+\frac{35}{16}=\frac73 .
\]
Because $E=-\frac12\alpha_dF^2$, the polarizability changes by $-2K\alpha^2=-\frac{14}3\alpha^2$. Dividing by $\frac92$ gives $-\frac{28}{27}\alpha^2$, and scaling gives (\ref{main}). In this division of the energy, the changed $1s$ state supplies $15/16$ of the reduction: the contracted electron is harder to polarize.

\subsection{Larger nuclear charge}

The expansion can be compared with the Dirac equation itself. The field couples the exact Dirac $1s$ state to $p_{1/2}$ and $p_{3/2}$ states with angular weights $\frac19$ and $\frac29$. The two radial response equations were solved in a basis of 12 functions $r^ke^{-Zr}$ for the large component, with matching small-component functions. The quantity $(2Z^4\alpha_d/9-1)/(Z\alpha)^2$ came out as $-1.03703$, $-1.03701$ and $-1.03641$ for $Z=1$, $2$ and $10$, against $-28/27=-1.03704$. At $Z=10$ the difference, $0.00063$, is about $0.12(Z\alpha)^2$, the size of a next-order term. For helium that term is negligible here.

\section{Replacing the uniform field by a Rydberg electron}

\subsection{The adiabatic energy}

Let the outer electron be at $\mathbf x$, well outside the core. It moves in the charge $Z-1=1$, and the leading coupling to the core electron is $\mathbf F\cdot\mathbf r$ with $\mathbf F=\mathbf x/x^3$. Exchange and penetration are neglected, which requires high $L$. Let $\Delta_k$ be the core excitation energies and $h=H_x-E_n$ the outer Hamiltonian measured from its level. The second-order energy is
\[
E^{(2)}=-\sum_k\left\langle F_i\,\langle0|r_i|k\rangle\frac1{\Delta_k+h}\langle k|r_j|0\rangle F_j\right\rangle .
\]
If the outer energies that matter are small compared with $\Delta_k$, then $1/(\Delta_k+h)\simeq1/\Delta_k-h/\Delta_k^2$. The first term contains $\sum_k\langle0|r_i|k\rangle\langle k|r_j|0\rangle/\Delta_k=\frac12\alpha_d\delta_{ij}$ and gives $-\frac12\alpha_d\langle x^{-4}\rangle$.

The second term contains $\beta=\langle\psi_1|\psi_1\rangle$, which scales to $43/(8Z^6)$. Since $h$ annihilates the outer state, $\langle F_jhF_j\rangle=\frac12\langle[F_j,[h,F_j]]\rangle=\frac12\langle|\nabla F_j|^2\rangle$. The matrix $\partial_iF_j$ has eigenvalues $1,1,-2$ in units of $x^{-3}$, so the sum of squares is $6/x^6$ and
\begin{equation}
E^{(2)}\simeq-\frac{\alpha_d}2\langle x^{-4}\rangle+3\beta\langle x^{-6}\rangle .
\label{ryd}
\end{equation}

In the adiabatic term the core may be relativistic. A $j=\frac12$ state has no second-rank tensor moment, so its static response is the same for every direction of $\mathbf F$. Inserting (\ref{main}) gives
\begin{equation}
\Delta E_{\rm rel}=\frac12\cdot\frac9{2Z^4}\cdot\frac{28}{27}(Z\alpha)^2\langle x^{-4}\rangle=\frac73\,\frac{\alpha^2}{Z^2}\langle x^{-4}\rangle .
\label{rel}
\end{equation}

\subsection{The radial average}

Write the outer radial equation as $u_L''=Qu_L$, with $Q=\Lambda/x^2-2/x+1/n^2$ and $\Lambda=L(L+1)$. Then $w=u_L^2$ satisfies $w'''=4Qw'+2Q'w$. Multiplying by $f(x)$ and integrating by parts gives
\[
\int_0^\infty w\,(f'''-4f'Q-2fQ')\,dx=0 ,
\]
with vanishing boundary terms for $L\ge1$ and the two choices below.

For $f=1$ this is $\Lambda\langle x^{-3}\rangle=\langle x^{-2}\rangle$. For $f=1/x$ it is
\[
(8\Lambda-6)\langle x^{-4}\rangle-12\langle x^{-3}\rangle+\frac4{n^2}\langle x^{-2}\rangle=0 .
\]
Differentiating $E_n=-1/(2n^2)$ with respect to $L$ at fixed number of radial nodes gives $1/n^3=(L+\frac12)\langle x^{-2}\rangle$. With $8\Lambda-6=8(L-\frac12)(L+\frac32)$,
\begin{equation}
\langle x^{-4}\rangle=\frac{3n^2-L(L+1)}{2n^5(L-\frac12)L(L+\frac12)(L+1)(L+\frac32)} .
\label{x4}
\end{equation}
For large $n$ and $L=n-1$ this tends to $n^{-8}$, as it should for a circular orbit of radius $n^2$.

\subsection{Numbers for $n=10$}

For $L=7$,
\[
\langle x^{-4}\rangle=\frac{300-56}{2\times10^5\times23205}=5.25749\times10^{-8}.
\]
The leading shift is $-\frac12(0.28125)$ times this, or $-7.393\times10^{-9}$ a.u. $=-48.6459$ MHz. The factor in (\ref{rel}) is $\frac73\alpha^2/4=3.10633\times10^{-5}$, so the relativistic shift is $1.633\times10^{-12}$ a.u. $=10.7$ kHz. Other values are:
\begin{center}
\begin{tabular}{ccc}
$L$ & leading shift (MHz) & relativistic part (kHz)\\
5 & $-258.816$ & 57.2\\
7 & $-48.646$ & 10.7\\
9 & $-12.732$ & 2.8
\end{tabular}
\end{center}
Both columns fall with $\langle x^{-4}\rangle$, so their ratio is the same for each level.

The motion of the outer electron matters more here than the relativistic change of the core polarizability. For $L=7$ the term $3\beta\langle x^{-6}\rangle$ is $61.3$ kHz. Solving the outer radial equation on a grid, without expanding in $h$, gives $60.1$ kHz. In that calculation the whole $p$ spectrum of the core, continuum included, is represented by four states from a small basis that reproduces $\alpha_d$ and $\beta$. The next term of the expansion contains $-\langle F_jh^2F_j\rangle$ and is negative, which agrees with the sign of the difference. The core quadrupole, whose coupling falls as $x^{-3}$, adds another energy of order $x^{-6}$ that is not included; with the quadrupole polarizability $15/Z^6$ it is $-28.5$ kHz for $L=7$. Before the relativistic part can be identified in a level, these nonrelativistic terms must be known to well within its size, which is $10.7$ kHz for $L=7$ and only $2.8$ kHz for $L=9$.

\section{Adding the Breit interaction}

Equation (\ref{rel}) is one of several energies of order $\alpha^2\langle x^{-4}\rangle$. Another comes from the orbit-orbit part of the Breit interaction, which at leading order in $r/x$ is
\[
H_{oo}=p_jG_j,\qquad G_j=-\frac{\alpha^2}2T_{jk}p_{x,k},\qquad T_{jk}=\frac{\delta_{jk}+\hat x_j\hat x_k}x ,
\]
where $\mathbf p$ belongs to the core electron. Its first-order energy vanishes because $\langle\mathbf p\rangle=0$ in $1s$. It does combine with $\mathbf F\cdot\mathbf r$ in second order.

Neglect $h$ beside $\Delta_k$. From $\mathbf p=i[H_0,\mathbf r]$, $\langle k|p_j|0\rangle=i\Delta_k\langle k|r_j|0\rangle$ and $\langle0|p_j|k\rangle=-i\Delta_k\langle0|r_j|k\rangle$. The excitation energies cancel against the denominators $-\Delta_k$, and closure gives
\[
-i\langle r_ir_j\rangle F_iG_j+i\langle r_jr_i\rangle G_jF_i=\frac i{Z^2}[G_j,F_j],
\]
because $\langle r_ir_j\rangle=\delta_{ij}\langle r^2\rangle/3=\delta_{ij}/Z^2$. Next, $[p_{x,k},F_j]=-i\partial_kF_j$ gives $[G_j,F_j]=\frac{i\alpha^2}2T_{jk}\partial_kF_j$. The eigenvalues of $T$ are $(1,1,2)/x$ and those of $\partial F$ are $(1,1,-2)/x^3$, so the contraction is $-2/x^4$. The result is
\begin{equation}
\Delta E_{oo}=+\frac{\alpha^2}{Z^2}\langle x^{-4}\rangle ,
\label{breit}
\end{equation}
which is $3/7$ of (\ref{rel}), or $4.6$ kHz for $L=7$. The two terms together take $15.4$ kHz from the binding. The outer electron's own relativistic corrections, spin-dependent couplings between the electrons and radiative effects are not contained in this sum. The first of these is far larger: the term $-\alpha^2\langle p_x^4\rangle/8$ alone shifts the $n=10$, $L=7$ level by $-10.2$ MHz.

\section{Letting the nucleus move}

For helium the electron-to-nucleus mass ratio is $m/M=1.371\times10^{-4}$, comparable with the relativistic fraction $2.209\times10^{-4}$. If the core electron has reduced mass $\mu=1/(1+m/M)$, its lengths scale as $1/\mu$ and its energies as $\mu$. A polarizability scales as length squared over energy, hence as $\mu^{-3}\simeq1+3m/M$. This scaling alone raises $\alpha_d$ by a fraction $4.1\times10^{-4}$ of its value, more than relativity lowers it, but it is not the whole effect of recoil on the adiabatic dipole energy.

Seen from the core's center of mass, the nucleus moves opposite to the core electron. To first order in $m/M$ this multiplies the dipole coupling by $1+(Z-1)m/M$, and the energy, which contains the coupling squared, gains a fraction $2m/M$ for helium. The outer electron's reduced mass is lower by a fraction $m/M$, and $\langle x^{-4}\rangle$ scales as its fourth power, which removes $4m/M$. The sum is $(3+2-4)m/M=m/M$, so recoil deepens the leading shift by $6.7$ kHz for $L=7$. This is smaller than the relativistic loss but of the same order, so a comparison with a measured level at the kilohertz scale needs recoil as well as equations (\ref{rel}) and (\ref{breit}), on top of the larger terms named above: the nonadiabatic and quadrupole energies and the outer electron's own relativistic and spin-dependent shifts.
